# Diffuse-Mismatch Thermal Boundary Conductance Between Two Debye Solids

## The boundary condition under a hot device

A thermal calculation of a power transistor must decide what to impose where the device film meets its heat spreader. Continuity of temperature neglects the interface. A conductance $G$ introduces a temperature jump, but then one must know how $G$ follows from the two solids, and which temperatures it connects. The diffuse-mismatch model answers the first question from the phonon spectra alone. Detailed balance supplies part of its transmission formula. The rest comes from a separate hypothesis about scattering.

SI units are used, because heat fluxes and device dimensions are naturally expressed in them; $\hbar$ and $k_B$ remain explicit.

## Model and channel count

Solids $i=1,2$ occupy the two sides of a flat interface. Each is isotropic and harmonic, with one longitudinal and two transverse branches $j$ obeying $\omega=c_{ij}k$. With one atom per cell and number density $N_i$, each branch has $N_i$ modes per volume. These fill a sphere of radius $k_i$:

$$
\frac{1}{(2\pi)^3}\frac{4\pi k_i^3}{3}=N_i,\qquad k_i=(6\pi^2N_i)^{1/3}. \tag{1}
$$

Branch $j$ therefore ends at $\omega=c_{ij}k_i$. Scattering at the interface is elastic: a phonon leaves with the frequency it had on arrival. Phonons arriving from side $i$ have the Bose occupation $n_i=n(\omega,T_i)=[e^{\hbar\omega/k_BT_i}-1]^{-1}$.

Take $z$ along the normal, pointing towards the interface, and let $\mu=\cos\theta=k_z/k$. The group velocity has magnitude $c$, so its normal component is $c\mu$. One branch delivers, per area and time,

$$
\int_{k_z>0}\!\frac{d^3k}{(2\pi)^3}\,c\mu\,n
=\frac{2\pi}{8\pi^3}\int_0^1\!\mu\,d\mu\int ck^2n\,dk
=\int\frac{ck^2}{8\pi^2}\,n\,dk. \tag{2}
$$

Substituting $k=\omega/c$ and $dk=d\omega/c$ gives $\int n\,\omega^2/(8\pi^2c^2)\,d\omega$. Summed over branches, the arrival rate per area and frequency interval is

$$
\frac{M_i n_i}{2\pi},\qquad
M_i(\omega)=\frac{\omega^2}{4\pi}S_i(\omega),\qquad
S_i(\omega)=\sum_{j:\;\omega<c_{ij}k_i}\frac{1}{c_{ij}^2}. \tag{3}
$$

$M_i$ is the number of incident channels per area. For one branch it is the area $\pi k^2$ of the disc of allowed parallel wavevectors divided by $(2\pi)^2$, which is $k^2/4\pi$. An explicit sum over the modes of a periodic box agrees with this count to about $0.1\%$.

## What detailed balance fixes

Let $\alpha_{12}(\omega)$ be the probability, averaged over incident channels, that a phonon from solid 1 ends in solid 2; $\alpha_{21}$ is the reverse probability. For an interface of area $A$, there are $N^{\rm ch}_i=AM_i$ incoming channels on side $i$. There are equally many outgoing ones, since $\omega(\mathbf k)=\omega(-\mathbf k)$.

Elastic scattering between these channels is described by a matrix $s$ acting on amplitudes normalized to unit energy flux. Energy conservation makes $s$ unitary. Write $P_{12}$ for the sum of $|s_{ba}|^2$ over incoming $a$ in solid 1 and outgoing $b$ in solid 2, and $P_{11}$ for the corresponding reflection sum. Unit norm of the columns belonging to incoming channels in 1, and of the rows belonging to outgoing channels in 1, gives

$$
P_{11}+P_{12}=N^{\rm ch}_1,\qquad P_{11}+P_{21}=N^{\rm ch}_1. \tag{4}
$$

Subtraction yields $P_{12}=P_{21}$. Since $P_{12}=AM_1\alpha_{12}$ and $P_{21}=AM_2\alpha_{21}$,

$$
M_1(\omega)\alpha_{12}(\omega)=M_2(\omega)\alpha_{21}(\omega). \tag{5}
$$

This is phonon detailed balance. At equal temperatures the occupations are equal, so (5) says that the two transmitted streams cancel at each frequency.

Equation (5) does not determine the transmission. For any $0\le\lambda\le1$, the choice $\alpha_{12}=\lambda\min(M_1,M_2)/M_1$ and $\alpha_{21}=\lambda\min(M_1,M_2)/M_2$ satisfies it. It does set a ceiling: $P_{12}\le N^{\rm ch}_1$ and $P_{12}=P_{21}\le N^{\rm ch}_2$, so

$$
M_1\alpha_{12}\le\min(M_1,M_2). \tag{6}
$$

## The diffuse hypothesis

Suppose that a scattered phonon retains its frequency but no memory of its original side, branch or direction. Its probability of ending in solid 2 is then the same whichever side it came from. From side 1 that probability is $\alpha_{12}$; from side 2 it is the reflection probability $1-\alpha_{21}$. Hence

$$
\alpha_{12}=1-\alpha_{21}. \tag{7}
$$

Inserting $\alpha_{21}=1-\alpha_{12}$ into (5) gives $M_1\alpha_{12}=M_2-M_2\alpha_{12}$, and therefore

$$
\boxed{\alpha_{12}=\frac{M_2}{M_1+M_2}=\frac{S_2}{S_1+S_2},\qquad
\alpha_{21}=\frac{S_1}{S_1+S_2}.} \tag{8}
$$

The common factor $\omega^2/4\pi$ has cancelled, but $S_1$ and $S_2$ still depend on frequency through the cutoffs. A phonon is more likely to leave into the solid with more channels. At low frequency this is the solid with the larger sum of $1/c^2$ over its branches, as is the case when all its branches are slower than those of the other solid.

A random unitary matrix expresses the same loss of memory at the level of waves. If its distribution is unchanged by any unitary mixing of the channels, all averages $\langle|s_{ba}|^2\rangle$ are equal. Each column sums to one, so each average is $1/N^{\rm ch}$, with $N^{\rm ch}=N_1^{\rm ch}+N_2^{\rm ch}$. Thus $\langle P_{12}\rangle=N_1^{\rm ch}N_2^{\rm ch}/N^{\rm ch}$, in agreement with (8).

Time-reversal symmetry adds the constraint that $s$ be symmetric, in a suitable channel basis. The corresponding random distribution is unchanged under $s\to v^Tsv$ for unitary $v$. Let $d$ and $o$ be the mean squared moduli of diagonal and off-diagonal elements. Mixing two channels into $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$ produces the off-diagonal element $(s_{11}-s_{22})/2$. Its cross term averages to zero, because a phase change of channel 1 alters the phase of $s_{11}$ but not that of $s_{22}$. Therefore $o=(d+d)/4=d/2$. The column sum $d+(N^{\rm ch}-1)o=1$ then gives $o=1/(N^{\rm ch}+1)$, and

$$
\langle P_{12}\rangle=\frac{N_1^{\rm ch}N_2^{\rm ch}}{N_1^{\rm ch}+N_2^{\rm ch}+1}. \tag{9}
$$

The extra 1 reflects enhanced return into the incident channel. For 60 and 20 channels, sampled matrices give $15.01$ without the symmetry and $14.82$ with it; the formulas give $15.00$ and $14.81$. The relative correction is $1/(N^{\rm ch}+1)$, so it vanishes for an interface of large area and (8) remains.

## From transmission to conductance

Phonons leaving into solid 1 are those reflected from side 1 and those transmitted from side 2. Dividing their rate by the channel count $M_1$ gives the outgoing occupation

$$
n_{\rm out}=(1-\alpha_{12})n_1+\frac{M_2\alpha_{21}}{M_1}n_2
=(1-\alpha_{12})n_1+\alpha_{12}n_2
=\frac{M_1n_1+M_2n_2}{M_1+M_2}. \tag{10}
$$

The second form uses (5), the third uses (8). The result is symmetric under exchange of the solids, so the same occupation leaves on both sides.

Let $q$ be positive from 1 to 2. It is the incident minus the outgoing energy flux in solid 1. From (10), $n_1-n_{\rm out}=M_2(n_1-n_2)/(M_1+M_2)$, hence

$$
q=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,
\frac{M_1M_2}{M_1+M_2}(n_1-n_2). \tag{11}
$$

For a small difference $T_1-T_2$ about $T$, $n_1-n_2=(T_1-T_2)\,\partial n/\partial T$ to leading order. The conductance $G=q/(T_1-T_2)$ is

$$
\boxed{G(T)=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,
\frac{\partial n}{\partial T}\,\frac{M_1M_2}{M_1+M_2}.} \tag{12}
$$

The temperatures in (12) are those of the incident phonons.

If $m$ and $X$ are the smaller and larger of $M_1,M_2$, the channel factor is $mX/(m+X)$, and $X/(m+X)$ lies between $1/2$ and $1$. By (6), replacing the factor by $m$ gives the elastic maximum $G_{\max}$. Therefore $G_{\max}/2\le G\le G_{\max}$. The lower bound is reached for identical solids. This may seem odd, since no material boundary is left, but the hypothesis still randomizes every phonon at the plane and sends half of them back. The formula describes a diffusely scattering plane and does not reduce to a perfect crystal.

## Evaluation for Debye spectra

Order all branch cutoffs and call the intervals between them windows, each running from $\omega_a$ to $\omega_b$. Within a window $w$, $S_1$ and $S_2$ are constant, and so is $\sigma_w=S_1S_2/(S_1+S_2)$. With $x=\hbar\omega/k_BT$,

$$
\hbar\omega\frac{\partial n}{\partial T}=k_B\frac{x^2e^x}{(e^x-1)^2},\qquad
\omega^2d\omega=\left(\frac{k_BT}{\hbar}\right)^3x^2dx. \tag{13}
$$

The numerical prefactor in (12) is $(1/2\pi)(1/4\pi)=1/8\pi^2$, so

$$
G=\frac{k_B^4T^3}{8\pi^2\hbar^3}\sum_w\sigma_w
\int_{x_a}^{x_b}\frac{x^4e^x}{(e^x-1)^2}\,dx. \tag{14}
$$

**Low temperature.** If $k_BT$ is far below $\hbar$ times the lowest cutoff, the first window suffices and its upper limit may be taken to infinity. Since $e^x/(e^x-1)^2=-\,d(e^x-1)^{-1}/dx$, integration by parts gives

$$
\int_0^\infty\!\frac{x^4e^x}{(e^x-1)^2}dx
=4\int_0^\infty\!\frac{x^3}{e^x-1}dx
=4\sum_{m=1}^\infty\frac{6}{m^4}=\frac{4\pi^4}{15}, \tag{15}
$$

where $(e^x-1)^{-1}=\sum_m e^{-mx}$ and $\sum_m m^{-4}=\pi^4/90$ were used. Hence

$$
G\to\frac{\pi^2k_B^4T^3}{30\hbar^3}\,\frac{S_1S_2}{S_1+S_2}, \tag{16}
$$

with all branches included in $S_1$ and $S_2$.

**High temperature.** For $x\ll1$ the integrand tends to $x^2$ and integrates to $(x_b^3-x_a^3)/3$. The powers of $T$ cancel:

$$
G\to\frac{k_B}{24\pi^2}\sum_w\sigma_w(\omega_b^3-\omega_a^3). \tag{17}
$$

Each mode then has heat capacity $k_B$, and elastic conductance saturates.

## A soft film on a stiff spreader

Take round model parameters. The film, solid 1, has longitudinal and transverse speeds $8000$ and $4000$ m/s and density $5\times10^{28}$ m$^{-3}$. The spreader, solid 2, has $18000$ and $12000$ m/s and $10^{29}$ m$^{-3}$. Equation (1) puts the film cutoffs at $57.4$ rad/ps (transverse) and $114.9$ rad/ps (longitudinal). Those of the spreader are at $217.1$ and $325.7$ rad/ps.

Below all cutoffs,

$$
S_1=\frac1{8000^2}+\frac2{4000^2}=1.406\times10^{-7}\ {\rm s^2/m^2},\qquad
S_2=1.698\times10^{-8}\ {\rm s^2/m^2}, \tag{18}
$$

and $\alpha_{12}=0.1698/(1.406+0.1698)=0.108$. Between the two film cutoffs the film retains its longitudinal branch alone, so $S_1=1/8000^2=1.563\times10^{-8}$ s$^2$/m$^2$ and $\alpha_{12}=1.698/(1.563+1.698)=0.521$. Transmission from the film rises because there are fewer film channels into which a phonon can be scattered back. Above $114.9$ rad/ps the film has no modes: $\alpha_{21}=0$, and $\alpha_{12}$ has no incident phonons to describe.

The first two windows have $\sigma_1=1.515\times10^{-8}$ and $\sigma_2=8.14\times10^{-9}$ s$^2$/m$^2$. The film cutoffs differ by a factor of 2, so $\omega_b^3-\omega_a^3$ is $2^3-1=7$ times larger in the second window. In the limit (17), the second window therefore carries $7\times8.14/15.15=3.8$ times as much as the first. The sum is $796$ MW/(m$^2$ K).

At finite temperature (14) gives:

| $T$ (K) | $G$ (MW/(m$^2$ K)) |
|---:|---:|
| 10 | 0.154 |
| 100 | 113 |
| 300 | 555 |
| 400 | 645 |

The value at 10 K agrees with (16). At 400 K, $G$ is still 19% below its high-temperature limit, because the film cutoffs correspond to $\hbar\omega/k_B$ of about 440 and 880 K. The second window carries 76% of the conductance at 400 K, and $G$ is 58% of the elastic maximum.

## Transmission from sound speeds alone

It is tempting to insert the low-frequency value $\alpha_{12}=0.108$ at all frequencies. At 400 K, counting phonons incident from the film then gives $G=258$ MW/(m$^2$ K), which is 40% of the result with cutoffs. The whole error comes from the second window, where $0.108$ replaces $0.521$:

$$
645\left(0.2445+0.7555\times\frac{0.1077}{0.5207}\right)\approx258
\ {\rm MW/(m^2\,K)}. \tag{19}
$$

Counting from the spreader with constant $\alpha_{21}=0.892$ gives $4929$ MW/(m$^2$ K) instead. This also transmits phonons into a film that has no modes at their frequency. The two answers differ because (5) has been violated above the first cutoff. With both solids at 400 K, the constant probabilities even predict a flux of about $600$ GW/m$^2$ from spreader to film, where equilibrium requires zero. Within the model, constant transmission is justified when thermal phonons lie below every relevant cutoff, the regime of (16). For these parameters, counting from the film errs by under 3% up to 50 K and by 27% at 100 K. At the lowest temperatures the diffuse hypothesis itself is doubtful: at 10 K the dominant transverse wavelengths are about 5 nm in the film and 15 nm in the spreader, and an interface that is smooth on this scale scatters largely specularly.

## Which temperature jumps?

A Fourier calculation assigns each side a local temperature, whereas $G$ refers to incident phonons. Near the interface half the modes move towards it with occupation $n_i$, and half move away with $n_{\rm out}$. The energy density in solid 1 is thus

$$
u_1=\frac12\int d\omega\,\hbar\omega D_1(n_1+n_{\rm out}),\qquad
D_i=\sum_{j:\;\omega<c_{ij}k_i}\frac{\omega^2}{2\pi^2c_{ij}^3}. \tag{20}
$$

Define $T_1^{\rm loc}$ as the equilibrium temperature with this energy density, and put $\Delta T=T_1-T_2$. From (10), $n_{\rm out}-n_1=-\alpha_{12}\Delta T\,\partial n/\partial T$ to first order. Equating the change in $u_1$ to that of an equilibrium solid gives

$$
T_1-T_1^{\rm loc}=\frac{\Delta T}{2}\langle\alpha_{12}\rangle_1,\qquad
\langle f\rangle_i=
\frac{\int d\omega\,\hbar\omega D_i(\partial n/\partial T)f}
{\int d\omega\,\hbar\omega D_i(\partial n/\partial T)}. \tag{21}
$$

On side 2 the outgoing phonons are hotter than the incident ones, so $T_2^{\rm loc}-T_2=\tfrac12\Delta T\langle\alpha_{21}\rangle_2$. Both shifts reduce the jump, and the conductance for local temperatures is

$$
G_{\rm loc}=\frac{q}{T_1^{\rm loc}-T_2^{\rm loc}}
=\frac{G}{1-\frac12\langle\alpha_{12}\rangle_1-\frac12\langle\alpha_{21}\rangle_2}. \tag{22}
$$

At low temperature both transmissions are constant and sum to 1, so $G_{\rm loc}=2G$. Since $G\ge G_{\max}/2$, this is at least $G_{\max}$: the elastic maximum bounds the conductance referred to incident temperatures, not $G_{\rm loc}$. At 400 K the averages are $0.212$ and $0.121$, and the ratio falls to $1/(1-0.106-0.060)=1.20$. The spreader average is small partly because much of its spectrum lies above the film's last cutoff, where $\alpha_{21}=0$.

Equation (22) still assumes equilibrium incident distributions. In a solid carrying a diffusive current, these distributions are themselves distorted. $G_{\rm loc}$ is therefore an estimate for use with Fourier's law; a full treatment would solve the phonon transport equation on both sides. In the relaxation-time approximation, with a constant mean free path or a constant relaxation time in each solid, the jump extrapolated from the bulk profiles corresponds to $1.88G$ or $1.84G$ at low temperature instead of $2G$. At 400 K it corresponds to $1.22G$ or $1.28G$ instead of $1.20G$, so (22) is good to within about 10% here.

## The temperature jump in a device

Let a device dissipate $10$ W/mm, spread uniformly over a strip $5$ µm wide at the interface. The flux is $q=(10^4\ {\rm W/m})/(5\times10^{-6}\ {\rm m})=2$ GW/m$^2$. At 400 K,

$$
\frac qG=\frac{2000}{645}\ {\rm K}=3.1\ {\rm K},\qquad
\frac q{G_{\rm loc}}=\frac{2000}{774}\ {\rm K}=2.6\ {\rm K}. \tag{23}
$$

Linearization is adequate here. Solving (11) with the cold side at 400 K gives $3.097$ K against the linear $3.102$ K. The slight reduction follows from $q=\int_{T_2}^{T_1}G(T)\,dT$, since $G$ increases with temperature.

For a chosen film conductivity $\kappa=200$ W/(m K), the interface has the resistance of a film of thickness $\kappa/G_{\rm loc}\approx260$ nm, or $310$ nm if $G$ is used. In one-dimensional heat flow, a film several micrometres thick would make this interface a minor correction, while in a film of a few hundred nanometres it would matter about as much as the film itself. Such a thin film spreads heat little, so the flux at the interface is set mainly by the source width. The same $10$ W/mm from a source $1$ µm wide on a $0.3$ µm film gives a peak jump of roughly $9$ K rather than $2.6$ K, for a spreader conductivity of $2000$ W/(m K).

At 400 K the result relies heavily on the assumed linear dispersion. The dominant window lies in the upper half of the film's longitudinal branch, where a linear dispersion extrapolated to the cutoff is least secure. The form (12) survives a better dispersion: because $v_z\,dk_z=d\omega$ at fixed parallel wavevector, $M_i$ remains a count of incident channels per area. Equations (14) and (17) would then need the new count, while the low-temperature limit (16) stays the same if the sound speeds do. The change at 400 K is large. With the same sound speeds and densities, a sine dispersion $\omega=(2ck_i/\pi)\sin(\pi k/2k_i)$ gives $G\approx220$ MW/(m$^2$ K), and a nearest-neighbour simple-cubic dispersion for each branch gives about $390$ MW/(m$^2$ K). The jump $q/G$ then becomes about $9$ K and $5$ K instead of $3.1$ K. Inelastic scattering, which could open paths for spreader phonons above the film's cutoff, is left out, as are optical branches and interlayers. The elastic maximum is thus no bound on a real interface where such processes act. The numerical output lists the values at higher precision than these approximations warrant as predictions.

## Computed values

```
Film: c_L, c_T = 8000, 4000 m/s; N = 5e28 m^-3
Spreader: c_L, c_T = 18000, 12000 m/s; N = 1e29 m^-3
Debye wavevector, film: 14.3595 1/nm
  cutoff L: 114.876 rad/ps
  cutoff T: 57.438 rad/ps
Debye wavevector, spreader: 18.0919 1/nm
  cutoff L: 325.654 rad/ps
  cutoff T: 217.103 rad/ps
S film, all branches: 1.40625e-07 s^2/m^2
S spreader, all branches: 1.69753e-08 s^2/m^2
Window 1, 0.00-57.44 rad/ps: alpha12 = 0.1077, alpha21 = 0.8923
Window 2, 57.44-114.88 rad/ps: alpha12 = 0.5207, alpha21 = 0.4793
Window 3, 114.88-217.10 rad/ps: alpha12 = no incident phonons, alpha21 = 0.0000
Window 4, 217.10-325.65 rad/ps: alpha12 = no incident phonons, alpha21 = 0.0000
Box mode sum / channel formula: 0.999075
Random matrices: N1 = 60, N2 = 20, samples = 200
  mean summed transmission, unitary: 15.006 (diffuse formula 15.000)
  mean, time-reversal symmetric: 14.821 (formula 14.815)
T =  10 K: G = 0.1544, G_loc = 0.3088 MW/(m^2 K)
T = 100 K: G = 112.7379, G_loc = 184.9863 MW/(m^2 K)
T = 300 K: G = 555.2205, G_loc = 681.3055 MW/(m^2 K)
T = 400 K: G = 644.7652, G_loc = 773.5416 MW/(m^2 K)
Low-T formula at 10 K: 0.1544 MW/(m^2 K)
High-T limit of G: 796.35 MW/(m^2 K)
G(400 K) / high-T limit: 0.8096
Share of G at 400 K: window 1 0.2445, window 2 0.7555
Elastic maximum at 400 K: 1112.16 MW/(m^2 K); G/maximum = 0.5797
Constant transmission at 400 K, from film: 258.41 MW/(m^2 K)
Constant transmission at 400 K, from spreader: 4929.40 MW/(m^2 K)
False flux film to spreader, both at 400 K: -598.816 GW/m^2
Heat-weighted mean alpha12, alpha21 at 400 K: 0.2121, 0.1208
G_loc / G at 400 K: 1.1997
Line power: 10.0 W/mm; strip width: 5.0 um
Interface heat flux: 2.000 GW/m^2
Incident-temperature jump, linear at 400 K: 3.1019 K
Incident-temperature jump, nonlinear, cold side 400 K: 3.0971 K
Local-temperature jump, linear at 400 K: 2.5855 K
Film conductivity chosen: 200 W/(m K)
Equivalent film thickness from G: 310.2 nm
Equivalent film thickness from G_loc: 258.6 nm
```
